# Leading zero-point correction to the electronic polarizability of a diatomic: verification in Python

```python
"""
Result under test: leading zero-point correction to the polarizability of a diatomic,
    delta_alpha = (hbar*omega/(4*k)) * (alpha2 - (g/k)*alpha1),
the sum of (1/2)*alpha2*<x^2> and alpha1*<x>, for v = 0, J = 0.
x = R - Re (bond stretch), k and g = second and third derivative of the potential
at its minimum Re, alpha1 and alpha2 = first and second derivative of the mean
static polarizability alpha(R) at Re, omega = sqrt(k/reduced mass).
Example: H2, full CI for its two electrons. Internal units are atomic units.
"""
from math import factorial, pi, sqrt
from types import SimpleNamespace
import numpy as np
from numpy.polynomial import Chebyshev
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh
from scipy.special import eval_legendre
from pyscf import gto, fci

BOHR = sc.physical_constants["Bohr radius"][0] * 1e10            # angstrom
HARTREE = sc.physical_constants["Hartree energy in eV"][0]       # eV
FIELD_UNIT = sc.physical_constants["atomic unit of electric field"][0]
MASS = 0.5 * sc.m_p / sc.m_e                                     # reduced mass of H2
R_LOW, R_HIGH = 0.5, 2.9                                         # bond range, bohr


def integrals(R, basis):
    """One- and two-electron integrals in an orthonormal basis, origin at midbond."""
    mol = gto.M(atom=[["H", (0, 0, -R / 2)], ["H", (0, 0, R / 2)]],
                unit="Bohr", basis=basis, verbose=0)
    s, U = np.linalg.eigh(mol.intor("int1e_ovlp"))
    X = (U / np.sqrt(s)) @ U.T
    h = X.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
    r = mol.intor("int1e_r")
    eri = mol.intor("int2e")
    for _ in range(4):                       # each pass transforms one index
        eri = np.tensordot(eri, X, axes=(0, 0))
    return h, eri, X.T @ r[2] @ X, X.T @ r[0] @ X


def pair_matrix(one_body, repulsion=None):
    """Matrix of an operator between symmetric (singlet) two-electron states."""
    p, q = np.triu_indices(len(one_body))
    norm = np.where(p == q, 0.5, sqrt(0.5))

    def block(r, s):
        m = one_body[np.ix_(p, r)] * (q[:, None] == s[None, :])
        m += (p[:, None] == r[None, :]) * one_body[np.ix_(q, s)]
        if repulsion is not None:
            m += repulsion[p[:, None], r[None, :], q[:, None], s[None, :]]
        return m
    return 2 * np.outer(norm, norm) * (block(p, q) + block(q, p))


def ground_state(H):
    value, vector = eigsh(H, k=1, sigma=-4.0, v0=np.ones(len(H)))
    return value[0], vector[:, 0]


def electronic(R, basis):
    """Electronic energy (no nuclear repulsion), parallel and perpendicular alpha."""
    h, eri, z, x = integrals(R, basis)
    H = pair_matrix(h, eri)
    E, c = ground_state(H)
    rhs = np.column_stack([pair_matrix(z) @ c, pair_matrix(x) @ c])
    response = np.linalg.solve(H - E * np.eye(len(H)) + np.outer(c, c), rhs)
    return E, 2 * rhs[:, 0] @ response[:, 0], 2 * rhs[:, 1] @ response[:, 1]


def make_curve(basis, count=17):
    """Interpolated potential and polarizability, with their derivatives at Re."""
    mid, half = (R_LOW + R_HIGH) / 2, (R_HIGH - R_LOW) / 2
    nodes = mid + half * np.cos(pi * (np.arange(count) + 0.5) / count)
    data = np.array([electronic(R, basis) for R in nodes])
    fits = [Chebyshev.fit(nodes, column, count - 1, domain=[R_LOW, R_HIGH])
            for column in data.T]

    def V(R, n=0):
        return fits[0].deriv(n)(R) + (-1) ** n * factorial(n) / R ** (n + 1)

    def alpha(R, n=0):
        return (fits[1].deriv(n)(R) + 2 * fits[2].deriv(n)(R)) / 3

    Re = brentq(lambda R: V(R, 1), 1.2, 1.7, xtol=1e-13)
    k, g = V(Re, 2), V(Re, 3)
    a0, a1, a2 = (alpha(Re, n) for n in range(3))
    omega = sqrt(k / MASS)
    return SimpleNamespace(
        V=V, alpha=alpha, Re=Re, k=k, g=g, a0=a0, a1=a1, a2=a2, omega=omega,
        x2=omega / (2 * k), x1=-g * omega / (4 * k**2),
        shift=omega / (4 * k) * (a2 - g / k * a1),
        anisotropy=fits[1](Re) - fits[2](Re))


# ---- electronic solver against a separate full-CI code and finite fields ----
small = "aug-cc-pvdz"
h, eri, z, x = integrals(1.4, small)
E_pair, par, perp = electronic(1.4, small)
E_fci = fci.direct_spin1.kernel(h, eri, len(h), (1, 1))[0]
assert abs(E_pair - E_fci) < 1e-7
F = 0.002
for dipole, value in ((z, par), (x, perp)):
    up, down = (ground_state(pair_matrix(h + f * dipole, eri))[0] for f in (F, -F))
    # tolerance: the fourth-order field energy leaves an error of order F^2 * 100
    assert abs(-(up + down - 2 * E_pair) / F**2 - value) < 2e-3

# ---- curves; interpolation checked by a direct calculation between nodes ----
big = "aug-cc-pvtz"
cv, cv_small = make_curve(big), make_curve(small)
E_direct, par, perp = electronic(1.45, big)
assert abs(E_direct + 1 / 1.45 - cv.V(1.45)) < 1e-6
assert abs((par + 2 * perp) / 3 - cv.alpha(1.45)) < 1e-4

# ---- vibrational states on a grid for the full curve ----
R = np.linspace(R_LOW, R_HIGH, 181)
step = R[1] - R[0]
gap = np.subtract.outer(np.arange(len(R)), np.arange(len(R)))
kinetic = np.where(gap == 0, pi**2 / 3, 2.0 / np.where(gap == 0, 1, gap) ** 2)
kinetic *= (-1.0) ** np.abs(gap) / (2 * step**2)
V_grid, stretch = cv.V(R), R - cv.Re
alpha_change = cv.alpha(R) - cv.a0


def vibration(mass_factor=1.0, J=0, extra=0.0):
    """Levels and ground-state probabilities on the grid."""
    m = MASS * mass_factor
    H = kinetic / m + np.diag(V_grid + extra + J * (J + 1) / (2 * m * R**2))
    levels, states = np.linalg.eigh(H)
    return levels, states[:, 0] ** 2


levels, prob = vibration()
exact_x1, exact_x2 = prob @ stretch, prob @ stretch**2
exact_shift = prob @ alpha_change
assert abs(prob @ cv.V(R, 1)) < 1e-6          # mean force vanishes

# Relative error must be c/sqrt(mass factor): the scaled error settles to a constant.
for values, formula in ((stretch, cv.x1), (stretch**2, cv.x2),
                        (alpha_change, cv.shift)):
    scaled = [(vibration(f)[1] @ values * sqrt(f) / formula - 1) * sqrt(f)
              for f in (256, 1024)]
    assert abs(scaled[1] - scaled[0]) < 0.05

# Without the cubic term the leading elongation disappears.
heavy = 1024
no_cubic = vibration(heavy, extra=-cv.g * stretch**3 / 6)[1] @ stretch
with_cubic = vibration(heavy)[1] @ stretch
assert abs(no_cubic / with_cubic) < 0.02

# A changed quartic constant acts only at order 1/mass: factor 4 for 4 times the mass.
quartic = [(vibration(f, extra=0.05 * stretch**4)[1] - vibration(f)[1]) @ alpha_change
           for f in (256, 1024)]
assert 3.6 < quartic[0] / quartic[1] < 4.4


# Field-dependent harmonic zero-point energy gives the same correction.
def omega_in_field(field_squared):
    minimum = brentq(lambda r: cv.V(r, 1) - 0.5 * field_squared * cv.alpha(r, 1),
                     1.2, 1.7, xtol=1e-13)
    curvature = cv.V(minimum, 2) - 0.5 * field_squared * cv.alpha(minimum, 2)
    return sqrt(curvature / MASS)


ds = 1e-3
shift_from_zpe = -(omega_in_field(ds) - omega_in_field(-ds)) / (2 * ds)
assert abs(shift_from_zpe / cv.shift - 1) < 1e-3

# Barrier of the potential cut off after its cubic term.
s = np.linspace(0, 3 * cv.k / abs(cv.g), 20001)
barrier = np.max(cv.k * s**2 / 2 + cv.g * s**3 / 6)
assert cv.g < 0 and abs(barrier / (2 * cv.k**3 / (3 * cv.g**2)) - 1) < 1e-5

# Rotational stretching for J = 1, in the heavy-mass limit.
rot = (vibration(heavy, J=1)[1] - vibration(heavy)[1]) @ alpha_change
rot_formula = cv.a1 * 2 / (MASS * heavy * cv.k * cv.Re**3)
assert abs(rot / rot_formula - 1) < 0.05

# ---- neglected effects at the conditions of the example ----
T, pressure_torr, field_MV_cm = 300.0, 760.0, 1.0
kT = sc.k * T / sc.e / HARTREE
weights, shifts = [], []
for J in range(9):
    lev, pr = vibration(J=J)
    weights.append((2 * J + 1) * (3 if J % 2 else 1) * np.exp(-(lev[0] - levels[0]) / kT))
    shifts.append(pr @ alpha_change)
rotation_300K = np.average(shifts, weights=weights) - exact_shift
excited = np.exp(-(levels[1] - levels[0]) / kT)

t, w = np.polynomial.legendre.leggauss(20)
Js = np.array([0, 2, 4])
Y = np.array([sqrt((2 * J + 1) / 2) * eval_legendre(J, t) for J in Js])
cos2 = (Y * w * t**2) @ Y.T
F = field_MV_cm * 1e8 / FIELD_UNIT
H_rot = np.diag(Js * (Js + 1) / (2 * MASS * cv.Re**2)) - 0.5 * F**2 * cv.anisotropy * cos2
rotor = np.linalg.eigh(H_rot)[1][:, 0]
alignment = cv.anisotropy * (rotor @ cos2 @ rotor - 1 / 3)

density = pressure_torr * sc.torr / (sc.k * T)                    # per m^3


def susceptibility(alpha_au):
    y = 4 * pi / 3 * density * alpha_au * (BOHR * 1e-10) ** 3
    return 3 * y / (1 - y)


A3 = BOHR**3


def show(label, value, unit="", fmt=".5f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("H2, full CI, aug-cc-pVTZ; v = 0, J = 0 unless stated")
show("reduced mass / electron mass", MASS, fmt=".3f")
show("Re", cv.Re * BOHR, "angstrom")
show("k", cv.k * HARTREE / BOHR**2, "eV/angstrom^2", ".3f")
show("g", cv.g * HARTREE / BOHR**3, "eV/angstrom^3", ".2f")
show("hbar omega", cv.omega * HARTREE, "eV")
show("alpha(Re)", cv.a0 * A3, "angstrom^3")
show("anisotropy at Re", cv.anisotropy * A3, "angstrom^3")
show("alpha slope", cv.a1 * BOHR**2, "angstrom^2", ".4f")
show("alpha curvature", cv.a2 * BOHR, "angstrom", ".4f")
show("<x^2> leading", cv.x2 * BOHR**2, "angstrom^2", ".6f")
show("<x^2> grid", exact_x2 * BOHR**2, "angstrom^2", ".6f")
show("<x> leading", cv.x1 * BOHR, "angstrom")
show("<x> grid", exact_x1 * BOHR, "angstrom")
show("curvature part of correction", 0.5 * cv.a2 * cv.x2 * A3, "angstrom^3")
show("slope part of correction", cv.a1 * cv.x1 * A3, "angstrom^3")
show("correction, leading", cv.shift * A3, "angstrom^3")
show("correction, leading, converted", cv.shift, "bohr^3", ".4f")
show("correction from field-dependent zero-point energy", shift_from_zpe * A3, "angstrom^3")
show("correction / alpha(Re)", 100 * cv.shift / cv.a0, "percent", ".2f")
show("correction, grid average", exact_shift * A3, "angstrom^3")
show("correction, grid average, converted", exact_shift, "bohr^3", ".4f")
show("higher vibrational orders (grid - leading)", (exact_shift - cv.shift) * A3, "angstrom^3")
for f in (1, 4, 16, 64, 256):
    ratio = vibration(f)[1] @ alpha_change * sqrt(f) / cv.shift
    show(f"grid/leading correction at mass factor {f}", ratio)
show("barrier of cubic-only potential", barrier * HARTREE, "eV", ".4f")
show("harmonic zero-point energy", cv.omega * HARTREE / 2, "eV", ".4f")
show("temperature", T, "K", ".0f")
show("pressure", pressure_torr, "Torr", ".0f")
show("rotational change of alpha at temperature", rotation_300K * A3, "angstrom^3")
show("Boltzmann factor of v = 1", excited, fmt=".1e")
show("field", field_MV_cm, "MV/cm", ".1f")
show("field-alignment change of alpha, J = 0", alignment * A3, "angstrom^3", ".1e")
show("rough finite-nuclear-mass scale, alpha/mass ratio", cv.a0 / MASS * A3, "angstrom^3", ".1e")
show("alpha(Re) in aug-cc-pVDZ", cv_small.a0 * A3, "angstrom^3")
show("leading correction in aug-cc-pVDZ", cv_small.shift * A3, "angstrom^3")
show("gas permittivity - 1, alpha(Re)", susceptibility(cv.a0), fmt=".4e")
show("gas permittivity - 1, with leading correction", susceptibility(cv.a0 + cv.shift), fmt=".4e")
show("permittivity change by leading correction",
     susceptibility(cv.a0 + cv.shift) - susceptibility(cv.a0), fmt=".2e")
print("done: every assertion held")
```

Printed output:

```
H2, full CI, aug-cc-pVTZ; v = 0, J = 0 unless stated
reduced mass / electron mass: 918.076
Re: 0.74299 angstrom
k: 35.883 eV/angstrom^2
g: -234.97 eV/angstrom^3
hbar omega: 0.54573 eV
alpha(Re): 0.77345 angstrom^3
anisotropy at Re: 0.26856 angstrom^3
alpha slope: 1.2197 angstrom^2
alpha curvature: 0.8481 angstrom
<x^2> leading: 0.007604 angstrom^2
<x^2> grid: 0.008547 angstrom^2
<x> leading: 0.02490 angstrom
<x> grid: 0.02523 angstrom
curvature part of correction: 0.00322 angstrom^3
slope part of correction: 0.03037 angstrom^3
correction, leading: 0.03359 angstrom^3
correction, leading, converted: 0.2267 bohr^3
correction from field-dependent zero-point energy: 0.03359 angstrom^3
correction / alpha(Re): 4.34 percent
correction, grid average: 0.03405 angstrom^3
correction, grid average, converted: 0.2298 bohr^3
higher vibrational orders (grid - leading): 0.00046 angstrom^3
grid/leading correction at mass factor 1: 1.01375
grid/leading correction at mass factor 4: 1.00686
grid/leading correction at mass factor 16: 1.00343
grid/leading correction at mass factor 64: 1.00171
grid/leading correction at mass factor 256: 1.00085
barrier of cubic-only potential: 0.5579 eV
harmonic zero-point energy: 0.2729 eV
temperature: 300 K
pressure: 760 Torr
rotational change of alpha at temperature: 0.00230 angstrom^3
Boltzmann factor of v = 1: 2.2e-09
field: 1.0 MV/cm
field-alignment change of alpha, J = 0: 9.9e-07 angstrom^3
rough finite-nuclear-mass scale, alpha/mass ratio: 8.4e-04 angstrom^3
alpha(Re) in aug-cc-pVDZ: 0.77772 angstrom^3
leading correction in aug-cc-pVDZ: 0.03209 angstrom^3
gas permittivity - 1, alpha(Re): 2.3779e-04
gas permittivity - 1, with leading correction: 2.4812e-04
permittivity change by leading correction: 1.03e-05
done: every assertion held
```
